# Electron spill-out onto point charges and the effect of core potentials, part 1

(Sections cited here and not found follow in the second part.)

Q: My colleagues model an ionic crystal by a quantum cluster inside an array of point charges. When the outer layer of the cluster is made of anions, the electrons leak onto the neighbouring positive charges. I am told that the charges attract them. A real cation attracts them just as strongly, so what is wrong with the point charge?

A: The attraction is not the fault. At the distance of a neighbouring anion a real cation of charge $q$ and a point charge $q$ both give the potential energy $-q/r$. They differ inside. I use Hartree atomic units throughout. A point charge is a hydrogen-like nucleus, with levels $-q^2/(2n^2)$ that are all empty, the lowest being the nodeless $1s$ level $-q^2/2$. In a real cation the low nodeless states are filled by core electrons, and an added electron must be orthogonal to them, so the lowest level open to it is the valence level. For Na$^+$ an all-electron Hartree–Fock calculation puts the lowest empty $s$ level at $-0.1818$ Ha, against $-0.5$ Ha for a bare charge $+1$. For Mg$^{2+}$ it is $-0.5406$ Ha, against $-2$ Ha for a bare charge $+2$. The bare charge thus offers a level that the crystal does not have. Whether the electron then moves over or only mixes weakly depends on where the anion level lies, and that needs a model with both centres.

Q: What is the smallest such model?

A: One electron, the outermost one of the anion, and two centres. The site C is at the origin with Hamiltonian $H_C=-\tfrac12\nabla^2+V_C$. The anion A is at $\mathbf R$, and $s=|\mathbf r-\mathbf R|$. The anion is treated as a well of zero range: it exerts no force at $s>0$ and imposes
$$\psi\propto \frac1s-\kappa+O(s)\qquad(s\to0).$$
The meaning of $\kappa$ follows from the free case. There $\psi=e^{-ks}/s$ solves the Schrödinger equation at $E=-k^2/2$ for $s>0$, and $e^{-ks}/s=1/s-k+\dots$, so $k=\kappa$ and the well binds by $\kappa^2/2$. The approximation needs a well that is small compared with $1/\kappa$ and with $R$, and it gives the anion an $s$ orbital.

Let $G(\mathbf r,\mathbf R;E)$ be the Green function of the site, $(H_C-E)G=\delta(\mathbf r-\mathbf R)$, decaying at infinity. Away from A a bound state solves $(H_C-E)\psi=0$ and has a $1/s$ singularity at A only, so it is proportional to $G$. Near A the potential $V_C$ is finite and the kinetic term must supply the delta function. Since $\nabla^2(1/s)=-4\pi\delta$, the equation $-\tfrac12\nabla^2G=\delta$ gives $G\approx1/(2\pi s)$. Define the regular part $g$ by
$$2\pi G=\frac1s+g(E)+O(s).$$
Comparison with the boundary condition gives the equation for the levels,
$$g(E)=-\kappa .$$
The site enters through $g$ alone and the anion through $\kappa$ alone. This is a Green-function embedding in its smallest form: the environment is reduced to one function of energy.

Q: Can $g$ be found for a bare charge, $V_C=-q/r$?

A: In closed form. Put $k=\sqrt{-2E}$ and $\nu=q/k$. The building blocks are solutions of the Whittaker equation
$$w''=\left[\frac14-\frac{\nu}{z}+\frac{\lambda(\lambda+1)}{z^2}\right]w ,$$
which is the radial Coulomb equation $u''=[k^2-2q/r+\lambda(\lambda+1)/r^2]u$ in the variable $z=2kr$. I keep $\lambda\ge0$ real, because non-integer values will be needed. $M_\lambda$ is the solution with $M_\lambda\approx z^{\lambda+1}$ at small $z$, and $W_\lambda$ the one with $W_\lambda\approx e^{-z/2}z^{\nu}$ at large $z$.

Their Wronskian is needed. Write $w=e^{-z/2}z^{\lambda+1}u$. Differentiating twice,
$$w''=e^{-z/2}z^{\lambda+1}\left[u''+\left(\frac{2\lambda+2}{z}-1\right)u'+\left(\frac14-\frac{\lambda+1}{z}+\frac{\lambda(\lambda+1)}{z^2}\right)u\right],$$
so the equation becomes $zu''+(\beta-z)u'-\alpha u=0$ with $\alpha=\lambda+1-\nu$ and $\beta=2\lambda+2$. The power series that starts with $u=1$ converges everywhere and gives $M_\lambda$. For $\alpha>0$ a second solution is
$$u(z)=\int_0^\infty e^{-zt}t^{\alpha-1}(1+t)^{\beta-\alpha-1}dt .$$
To verify it, apply the operator under the integral, which multiplies the integrand by $zt^2+zt-\beta t-\alpha$. The product equals $-\frac{d}{dt}\left[e^{-zt}t^{\alpha}(1+t)^{\beta-\alpha}\right]$, whose integral vanishes at both ends. At large $z$ small $t$ dominates and $u\approx\Gamma(\alpha)z^{-\alpha}$, so $W_\lambda=e^{-z/2}z^{\lambda+1}u/\Gamma(\alpha)$. At small $z$ large $t$ dominates and $u\approx\int e^{-zt}t^{\beta-2}dt=\Gamma(\beta-1)z^{1-\beta}$, so $W_\lambda\approx\Gamma(2\lambda+1)z^{-\lambda}/\Gamma(\alpha)$. The Whittaker equation has no first-derivative term, so the Wronskian is constant and can be evaluated at $z\to0$, where the powers give the factor $(\lambda+1)+\lambda$:
$$W_\lambda M_\lambda'-W_\lambda'M_\lambda=\frac{\Gamma(2\lambda+2)}{\Gamma(\lambda+1-\nu)} .$$
Both sides are analytic in $\nu$, so the result also holds for $\alpha\le0$.

With $M=M_0$ and $W=W_0$, the Coulomb Green function has the Hostler form
$$G=\frac{\Gamma(1-\nu)}{2\pi s}\left[W(x)M'(y)-W'(x)M(y)\right],\qquad x=k(r+R+s),\quad y=k(r+R-s).$$

Q: That formula is not obvious to me. How is it proved?

A: By substitution. Use $a=(r+s)/R$ and $b=(r-s)/R$, so that $r=R(a+b)/2$, $s=R(a-b)/2$ and $rs=R^2(a^2-b^2)/4$. The gradients $\nabla r$ and $\nabla s$ are unit vectors, with $\nabla r\cdot\nabla s=(r^2+s^2-R^2)/(2rs)$ by the cosine rule, and $\nabla^2r=2/r$, $\nabla^2s=2/s$. Therefore $\nabla a\cdot\nabla b=(1-1)/R^2=0$ and
$$|\nabla a|^2=\frac{(r+s)^2-R^2}{rsR^2}=\frac{a^2-1}{rs},\qquad |\nabla b|^2=\frac{R^2-(r-s)^2}{rsR^2}=\frac{1-b^2}{rs},$$
$$\nabla^2a=\frac{2(r+s)}{rsR}=\frac{2a}{rs},\qquad\nabla^2b=\frac{2(s-r)}{rsR}=-\frac{2b}{rs}.$$
For a function of $a$ and $b$ the chain rule gives $rs\nabla^2\psi=L\psi$ with
$$L\psi=(a^2-1)\psi_{aa}+2a\psi_a+(1-b^2)\psi_{bb}-2b\psi_b .$$
Multiply $\nabla^2\psi+(2q/r-k^2)\psi=0$ by $rs$, and set $c=qR$, $p=kR/2$, $D=a-b$:
$$L\psi+cD\psi-p^2(a^2-b^2)\psi=0 .$$
Since $x=kR(1+a)$ and $y=kR(1+b)$, the functions $f(a)=W(x)$ and $h(b)=M(y)$ obey $f''=Q_af$ and $h''=Q_bh$ with $Q_a=p^2-c/(1+a)$ and $Q_b=p^2-c/(1+b)$. The candidate is $\psi=F/D$ with $F=fh'-f'h$. Its derivatives are
$$F_a=f'h'-Q_afh,\qquad F_b=Q_bfh-f'h',$$
$$F_{aa}=Q_aF-\frac{c\,fh}{(1+a)^2},\qquad F_{bb}=Q_bF+\frac{c\,fh}{(1+b)^2},$$
$$\psi_a=\frac{F_a}{D}-\frac{F}{D^2},\qquad\psi_{aa}=\frac{F_{aa}}D-\frac{2F_a}{D^2}+\frac{2F}{D^3},$$
$$\psi_b=\frac{F_b}{D}+\frac{F}{D^2},\qquad\psi_{bb}=\frac{F_{bb}}D+\frac{2F_b}{D^2}+\frac{2F}{D^3}.$$
Collect $L\psi$ in three groups. The terms in $F$ are
$$\frac FD\left[(a^2-1)Q_a-(b^2-1)Q_b\right]+F\left[\frac{2(a^2-b^2)}{D^3}-\frac{2(a+b)}{D^2}\right].$$
The second bracket is zero. In the first, $(a^2-1)/(1+a)=a-1$ and likewise for $b$, so it equals $p^2(a^2-b^2)-cD$, and this group cancels the two potential terms of the equation. The coefficient of $F_a$ is $[-2(a^2-1)+2aD]/D^2=2(1-ab)/D^2$, and that of $F_b$ is $[2(1-b^2)-2bD]/D^2$, which is the same. With $F_a+F_b=(Q_b-Q_a)fh=-cD\,fh/[(1+a)(1+b)]$ this group equals
$$-\frac{2c(1-ab)\,fh}{D(1+a)(1+b)} .$$
The left-over terms of $F_{aa}$ and $F_{bb}$ give
$$\frac{c\,fh}{D}\left[\frac{1-a}{1+a}+\frac{1-b}{1+b}\right]=\frac{2c(1-ab)\,fh}{D(1+a)(1+b)},$$
and the two groups cancel. The equation therefore holds for $s>0$. The function decays because $W$ does, and it is finite at $r=0$ and along the axis behind C, where $y=0$, because $M$ is a power series in $y$. As $s\to0$ both $x$ and $y$ tend to $z=2kR$, the bracket tends to the Wronskian $1/\Gamma(1-\nu)$, and $G\to1/(2\pi s)$, as required.

Now the regular part. Call the bracket $\Phi(x,y)$ and use $w''=(\tfrac14-\nu/z)w$. At $x=y=z$,
$$\partial_x\Phi=W'M'-\left(\tfrac14-\tfrac\nu z\right)WM=-\partial_y\Phi .$$
A displacement $s$ at angle $\theta$ to the axis gives $r=R+s\cos\theta+O(s^2)$, hence $x-z=ks(\cos\theta+1)$ and $y-z=ks(\cos\theta-1)$. Because the two derivatives are opposite, only $x-y=2ks$ enters, the direction drops out, and
$$g(E)=2k\,\Gamma(1-\nu)\left[W'M'-\left(\frac14-\frac\nu z\right)WM\right]_{z=2kR}.$$
For $q=0$ one has $W=e^{-z/2}$ and $M=2\sinh(z/2)$, the bracket is $-\tfrac12e^{-z/2}[\cosh(z/2)+\sinh(z/2)]=-\tfrac12$, and $g=-k$, the free result. The factor $\Gamma(1-\nu)$ has poles at $\nu=1,2,\dots$, which are the hydrogen-like levels.

Q: What does the equation $g=-\kappa$ say about the ground state?

A: Three facts fix it. First, $g$ increases with $E$. From $G=(H_C-E)^{-1}$ follows $dG/dE=G^2$. The term $1/s$ does not depend on $E$, and $G$ is real and symmetric, so
$$g'(E)=2\pi\int G(\mathbf r,\mathbf R;E)^2\,d^3r>0 .$$
The integral converges because $1/s^2$ is integrable in three dimensions. It is also the norm of the wave function. Second, for $E\to-\infty$ the potential is negligible beside $E$ and $g\approx-k\to-\infty$. Third, let $\varepsilon_0$ be the lowest level of $H_C$, with normalized real orbital $\phi_0$. In the spectral sum $G=\sum_n\phi_n(\mathbf r)\phi_n(\mathbf R)/(\varepsilon_n-E)$, continuum included, the term $n=0$ gives
$$g(E)=\frac{A}{\varepsilon_0-E}+g_{\rm reg}(E),\qquad A=2\pi\phi_0(\mathbf R)^2>0,$$
with $g_{\rm reg}$ smooth at $\varepsilon_0$. So $g$ rises from $-\infty$ to $+\infty$ on $(-\infty,\varepsilon_0)$ and crosses $-\kappa$ exactly once. States that vanish at A are eigenstates of $H_C$ and lie above $\varepsilon_0$. The ground state of the pair therefore lies below $\varepsilon_0$ for every $\kappa$ and every $R$.

Its weight on $\phi_0$ follows from $\langle\phi_0|G\rangle=\phi_0(\mathbf R)/(\varepsilon_0-E)$ and the norm $g'/2\pi$:
$$w_0=\frac{A}{(\varepsilon_0-E)^2g'(E)} .$$
For the bare charge $\phi_0^2=(q^3/\pi)e^{-2qr}$, so $A=2q^3e^{-2qR}$.

Q: Lying below $\varepsilon_0$ does not yet tell me on which centre the electron sits. What decides that?

A: The position of the anion level. The regular part probes the neighbourhood of A over a length of order the decay length. If the potential there is replaced by its value $-q/R$, the Green function is the free one with a shifted decay constant, and
$$g_{\rm reg}\approx-K,\qquad K=\sqrt{-2E-2q/R},\qquad g'_{\rm reg}\approx\frac1K .$$
This is the leading term of an expansion in the variation of the potential, valid for $KR\gg1$ and meaningless for $K^2\le0$; its accuracy is checked below. Without the pole, $K=\kappa$ gives the anion level $E_A=-\kappa^2/2-q/R$.

Near the pole, linearize $g_{\rm reg}$ and let $\tilde E_A$ be the energy at which the linear form equals $-\kappa$. The level equation becomes $g'_{\rm reg}(E-\tilde E_A)+A/(\varepsilon_0-E)=0$, or
$$(E-\tilde E_A)(E-\varepsilon_0)=t^2,\qquad t^2=\frac{A}{g'_{\rm reg}}\approx AK .$$
This is the secular equation of two levels $\tilde E_A$ and $\varepsilon_0$ with coupling $t$. Write $\gamma=\varepsilon_0-E$ for the gap below the pole. Then $g'=g'_{\rm reg}+A/\gamma^2$, and
$$w_0=\frac{t^2}{t^2+\gamma^2}.$$
Three regimes follow. If $\kappa R\gg1$ and $E_A$ lies below $\varepsilon_0$ by much more than $t$, then $E\approx E_A$, $K\approx\kappa$, and $w_0\approx A\kappa/(\varepsilon_0-E_A)^2$, which is exponentially small in $qR$: weak mixing. At the crossing $\tilde E_A=\varepsilon_0$, which occurs at $\kappa_c=-g_{\rm reg}(\varepsilon_0)\approx\sqrt{-2\varepsilon_0-2q/R}$, one has $\gamma=t$ and $w_0=\tfrac12$. If $E_A$ lies above $\varepsilon_0$ by much more than $t$, the root hugs the pole, $A/\gamma=\kappa_c-\kappa$, and $w_0\to1$: the electron has collapsed onto the charge.

For $q=1$ and $R=4.4$ bohr the closed form gives $\kappa_c=0.7403$ bohr$^{-1}$, while the local estimate is $\sqrt{1-2/4.4}=0.7385$ bohr$^{-1}$. The coupling is $t=0.01498$ Ha, the exact gap at $\kappa_c$ is $0.01503$ Ha, and $w_0=0.505$. At $R=6$ bohr, $\kappa_c=0.8163$ against $0.8165$ bohr$^{-1}$, $t=0.00317$ Ha, the gap is $0.00313$ Ha and $w_0=0.507$.

Q: Then moving the point charge farther away should cure the problem, since the coupling dies out?

A: It does not cure it. With $A=2q^3e^{-2qR}$ the coupling falls as $e^{-qR}$, and that narrows the range of $\kappa$ over which the switch takes place. The condition for collapse, $\kappa^2/2+q/R<q^2/2$, becomes easier to meet at larger $R$, because the anion level loses the stabilization $q/R$. In this one-electron model the exact ground state is the lowest level however weak the coupling is, and a finite basis can miss it only by being unable to describe an orbital on the charge. A self-consistent many-electron calculation can miss it in a second way, by converging to a higher solution in which the electron is still on the anion. For $q=1$ and $\kappa=0.7$ bohr$^{-1}$ the program asserts that $g$ is still below $-\kappa$ at $10^{-6}$ Ha under the $1s$ level, for $R=16$ and $24$ bohr; by monotonicity the ground state lies within that distance of the level.

Q: In a crystal the anion and the charge are not alone. Does the lattice change the order of the levels?

A: It can. I include it as constant site energies, for a rock-salt lattice of charges $\pm q$ with nearest-neighbour distance $R$ and Madelung constant $M$, and I assume that the embedding reproduces the bulk potential at both sites. Let $I$ be the binding energy of the electron in the free anion, negative if the free anion is unstable. At the anion site the other ions give the electron the energy $-Mq/R$, so the anion level is $-I-Mq/R$. At the site C the other ions give $+Mq/R$ when all anions carry $-q$. The anion that lost the electron carries $-(q-1)$, which lowers this by $1/R$, so the levels of C are raised by $Mq/R-1/R$. The model measures energies with the levels of C unshifted. Subtracting the shift from the anion level and equating it to $-\kappa^2/2-q/R$,
$$-I-\frac{2Mq}{R}+\frac1R=-\frac{\kappa^2}2-\frac qR\quad\Rightarrow\quad\frac{\kappa^2}{2}=I+\frac{2Mq-q-1}{R}.$$
The collapse condition in the lattice is
$$I+\frac{2Mq-1}{R}<\frac{q^2}{2}.$$
The lattice protects the anion linearly in $q$, and the false level deepens quadratically, so within this model, at fixed $I$ and $R$, the step from $q$ to $q+1$ brings collapse closer when $(2q+1)/2>2M/R$, that is for $R>4M/(2q+1)$, about $2.3$ bohr for $q=1$. The constant shift is crude in one respect: it keeps the full lattice contribution to $\kappa$ along the whole path from A to C, where only the term $-q/r$ varies, whereas the true lattice potential varies between the sites. That affects $t$ and the small weights. For the level positions the constant shift is right to first order when a spherical orbital lies inside the nearest-neighbour distance, because the average of a harmonic function over a sphere is its central value. For a diffuse orbital, or close to a crossing, the order of the levels is an assumption that is not tested here.

Q: How does an effective core potential remove the false level? Where does its repulsion come from?

A: From orthogonality, in the Phillips–Kleinman construction. Let $\hat F$ be the one-electron operator of the cation with frozen core, with core states $\hat F|c\rangle=\varepsilon_c|c\rangle$ and, in a given angular momentum channel, the lowest valence state $\hat F|v\rangle=\varepsilon_v|v\rangle$. Define
$$\hat F'=\hat F+\sum_c(\varepsilon_v-\varepsilon_c)|c\rangle\langle c| .$$
Then $\hat F'|c\rangle=\varepsilon_v|c\rangle$, and $\hat F'|v\rangle=\varepsilon_v|v\rangle$ because $\langle c|v\rangle=0$; the higher states keep their energies. Every combination $|v\rangle+\sum a_c|c\rangle$ has the energy $\varepsilon_v$, a nodeless one included, and nothing lies lower. The added operator is positive since $\varepsilon_v>\varepsilon_c$, it is confined to the core region, and it acts only in channels that contain core orbitals. An effective core potential (ECP) replaces it, together with the core's screening of the nucleus, by radial functions times projectors $P_l$ on angular momentum $l$ about C. Its lowest level in each channel should be the frozen-core valence level. The empty Hartree–Fock orbitals of the ion give just that, because they describe an added electron in the field of the unrelaxed core.

Na$^+$ and Mg$^{2+}$ have $s$ and $p$ cores. For Na the LANL2DZ potential gives $-0.1806$ and $-0.1091$ Ha for $s$ and $p$, against all-electron values $-0.1818$ and $-0.1094$ Ha. For Mg it gives $-0.5393$ and $-0.3856$ Ha, against $-0.5406$ and $-0.3837$ Ha. Each differs from the all-electron level by less than 1% of it. The $p$ channel needs its repulsion too: the bare $p$ level for $q=2$ is $-0.5$ Ha, about $0.12$ Ha below the all-electron one.

In the one-electron model, the electron collapses onto a bare charge when the anion level lies above the false $1s$ level by much more than the coupling, and an effective core potential removes that false level. It remains to put such a potential into the two-centre model, to evaluate it at crystal-like distances, and to compare the picture with Hartree–Fock results for F$^-$.
